**Concavity of the Hartree-Fock energy between integer electron numbers**

With f electrons in one spin orbital h and all other occupations 0 or 1, the relaxed unrestricted Hartree-Fock energy obeys d²E/df² = −2 vᵀG⁻¹v ≤ 0. Here v is the force of the added charge on the orbitals, and G is the orbital stability matrix, which must be positive definite. The program solves the self-consistent equations for He⁺ to He and Li⁺ to Li in a Gaussian basis. It asserts that the formula agrees with finite differences at f = 0, 0.5 and 1, that dE/df equals the orbital energy of h at the midpoint, and that the energy is linear in f for frozen random orbitals. It also asserts that G is positive definite and that the curve lies below its tangents and above its chord at the sampled points. The output gives a midpoint curvature of −2.48 eV for helium and −0.0017 eV for lithium. For helium, freezing the first electron removes the bending, and sharing the charge equally between the spins makes the curvature positive.

## Check in Python

```python
"""Concavity of the Hartree-Fock energy between integer electron numbers.

Result under test: with f electrons (0 <= f <= 1) in one spin orbital h and
all other occupations 0 or 1, the relaxed unrestricted HF energy obeys
    d2E/df2 = -2 v^T G^-1 v <= 0,
v_pq    = (pq|hh) - [same spin as h] (ph|qh),
G_pq,rs = delta (e_p - e_q)/(n_q - n_p) + 2(pq|rs)
          - [same spin] ((pr|qs) + (ps|qr)),   for pairs with n_q > n_p.
e: orbital energies, n: occupations, (pq|rs): Coulomb integrals over real
orbitals in charge-density order. Atomic units inside, eV and angstrom printed.
The formula is compared with finite differences of self-consistent solutions.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10


class Atom:
    """Integrals of one atom in a symmetrically orthonormalized basis."""

    def __init__(self, symbol, spin):
        shells = [[0, [0.02 * 2.5**k, 1.0]] for k in range(14)]
        shells += [[1, [0.1 * 3.0**k, 1.0]] for k in range(4)]
        mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: shells},
                    spin=spin, verbose=0)
        s, u = np.linalg.eigh(mol.intor("int1e_ovlp"))
        x = (u / np.sqrt(s)) @ u.T
        self.h = x @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ x
        self.r2 = x @ mol.intor("int1e_r2") @ x
        self.eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", mol.intor("int2e"),
                             x, x, x, x, optimize=True)
        self.n = len(s)
        m = self.n**2
        self.jmat = self.eri.reshape(m, m)
        self.kmat = np.ascontiguousarray(
            self.eri.transpose(0, 2, 1, 3)).reshape(m, m)

    def coulomb(self, d):
        return (self.jmat @ d.ravel()).reshape(self.n, self.n)

    def exchange(self, d):
        return (self.kmat @ d.ravel()).reshape(self.n, self.n)

    def fock(self, dens):
        j = self.coulomb(dens[0] + dens[1])
        return [self.h + j - self.exchange(d) for d in dens]

    def energy(self, dens):
        f = self.fock(dens)
        return 0.5 * sum(np.sum(d * (self.h + g)) for d, g in zip(dens, f))


def density(c, occ):
    k = len(occ)
    return (c[:, :k] * np.array(occ)) @ c[:, :k].T


def solve(atom, occs, start=None):
    """Self-consistent orbitals for given occupations of the lowest levels."""
    fock = start if start is not None else [atom.h, atom.h]
    for _ in range(400):
        dens = [density(np.linalg.eigh(g)[1], o) for g, o in zip(fock, occs)]
        fock = atom.fock(dens)
        error = max(np.abs(g @ d - d @ g).max() for g, d in zip(fock, dens))
        if error < 1e-10:
            break
    assert error < 1e-9, "self-consistency not reached"
    levels = [np.linalg.eigh(g) for g in fock]
    energy = 0.5 * sum(np.sum(d * (atom.h + g)) for d, g in zip(dens, fock))
    return {"E": energy, "eps": [l[0] for l in levels],
            "C": [l[1] for l in levels], "F": fock, "occs": occs}


def response_curvature(atom, sol, hspin, hidx):
    """Return coupled and uncoupled d2E/df2 and the lowest eigenvalue of G."""
    c, pairs, diag, weight = sol["C"], [], [], []
    for s in (0, 1):
        n = np.zeros(atom.n)
        n[:len(sol["occs"][s])] = sol["occs"][s]
        p, q = np.where(n[None, :] - n[:, None] > 1e-12)
        pairs.append((p, q))
        weight.append(n[q] - n[p])
        diag.append((sol["eps"][s][p] - sol["eps"][s][q]) / weight[s])
    mo = {}
    for s in (0, 1):
        for t in (0, 1):
            mo[s, t] = np.einsum("abcd,ap,bq,cr,ds->pqrs", atom.eri, c[s],
                                 c[s], c[t], c[t], optimize=True)
    blocks, force = [[None, None], [None, None]], []
    for s in (0, 1):
        p, q = pairs[s]
        v = mo[s, hspin][p, q, hidx, hidx]
        if s == hspin:
            v = v - mo[s, s][p, hidx, q, hidx]
        force.append(v)
        for t in (0, 1):
            r, u = pairs[t]
            P, Q, R, U = p[:, None], q[:, None], r[None, :], u[None, :]
            b = 2 * mo[s, t][P, Q, R, U]
            if s == t:
                b = b - mo[s, s][P, R, Q, U] - mo[s, s][P, U, Q, R]
            blocks[s][t] = b
    v, d = np.concatenate(force), np.concatenate(diag)
    g = np.block(blocks) + np.diag(d)
    return (-2 * v @ np.linalg.solve(g, v), -2 * np.sum(v**2 / d),
            np.linalg.eigvalsh(g)[0])


rng = np.random.default_rng(7)
cases = [("He", 0, 1, 0, lambda f: ([1.0], [f])),
         ("Li", 1, 0, 1, lambda f: ([1.0, f], [1.0]))]
print("basis: 14 s and 4 p even-tempered Gaussian shells")
for name, spin, hs, hi, occupations in cases:
    atom = Atom(name, spin)
    cation = solve(atom, occupations(0.0))

    def at(f):
        return solve(atom, occupations(f), cation["F"])

    # Frozen orbitals: energy linear in f for arbitrary orthonormal orbitals.
    rot = [np.linalg.qr(rng.normal(size=(atom.n, atom.n)))[0] for _ in "ab"]
    e0, em, e1 = [atom.energy([density(r, o) for r, o in
                               zip(rot, occupations(f))]) for f in (0, .3, 1)]
    assert abs(em - 0.7 * e0 - 0.3 * e1) < 1e-10 * max(1, abs(e0), abs(e1))

    grid = np.linspace(0, 1, 5)
    sols = [at(f) for f in grid]
    E = np.array([s["E"] for s in sols])
    eps = np.array([s["eps"][hs][hi] for s in sols])
    curv = np.array([response_curvature(atom, s, hs, hi) for s in sols])
    chord = (1 - grid) * E[0] + grid * E[-1]
    assert np.all(curv[:, 2] > 0) and np.all(curv[:, 0] < 0)
    assert np.all((E - chord)[1:-1] > 0)
    tangent = E[:, None] + eps[:, None] * (grid[None, :] - grid[:, None])
    assert np.all(tangent - E[None, :] > -1e-10)
    assert eps[-1] < E[-1] - E[0] < eps[0]

    # Midpoint: five-point first and second differences of total energies.
    step = 0.05
    e = [at(0.5 + k * step)["E"] for k in (-2, -1)] + [E[2]]
    e += [at(0.5 + k * step)["E"] for k in (1, 2)]
    slope = (e[0] - 8 * e[1] + 8 * e[3] - e[4]) / (12 * step)
    second = (-e[0] + 16*e[1] - 30*e[2] + 16*e[3] - e[4]) / (12 * step**2)
    scale = abs(curv[2, 0])
    assert abs(slope - eps[2]) < 1e-3 * scale
    assert abs(second - curv[2, 0]) < 2e-3 * scale

    # Ends: one-sided differences of the orbital energy.
    d = 0.02
    ends = []
    for f0, sign, k in ((0.0, 1, 0), (1.0, -1, -1)):
        y = [eps[k]] + [at(f0 + sign * j * d)["eps"][hs][hi]
                        for j in (1, 2, 3)]
        ends.append(sign * (-11*y[0] + 18*y[1] - 9*y[2] + 2*y[3]) / (6 * d))
        assert abs(ends[-1] - curv[k, 0]) < 5e-3 * abs(curv[k, 0])

    # Integral of the orbital energy over f equals the energy difference.
    integral = np.dot([7, 32, 12, 32, 7], eps) / 90
    assert abs(integral - (E[-1] - E[0])) < 1e-3 * scale

    core = 1 - hs
    radius = [np.sqrt(s["C"][core][:, 0] @ atom.r2 @ s["C"][core][:, 0])
              for s in (sols[0], sols[-1])]
    print(f"--- {name}+ to {name} ---")
    print(f"E(0) = {E[0]*EV:.4f} eV, E(1) = {E[-1]*EV:.4f} eV")
    print("f, E(f)-E(0), eps_h, height above chord [eV]:")
    for f, a, b, h in zip(grid, E - E[0], eps, E - chord):
        print(f"  {f:.2f}  {a*EV:.5f}  {b*EV:.5f}  {h*EV:.6f}")
    print("f, E'' coupled, E'' uncoupled, lowest eigenvalue of G [eV]:")
    for f, row in zip(grid, curv):
        print(f"  {f:.2f}  {row[0]*EV:.6f}  {row[1]*EV:.6f}  {row[2]*EV:.4f}")
    print(f"E'' by differences, f=0, 0.5, 1: {ends[0]*EV:.6f}, "
          f"{second*EV:.6f}, {ends[1]*EV:.6f} eV")
    print(f"E(1)-E(0), second order from f=0: "
          f"{(eps[0] + curv[0, 0]/2)*EV:.5f} eV")
    print(f"integral of eps_h over f: {integral*EV:.5f} eV")
    print(f"rms radius of opposite-spin 1s, f=0 and 1: "
          f"{radius[0]*ANG:.5f}, {radius[1]*ANG:.5f} angstrom")

    if name == "He":
        # One-electron ion: hydrogenic energy -Z^2/2 and rms radius sqrt(3)/Z.
        assert abs(E[0] + 2.0) < 1e-4
        assert abs(radius[0] - np.sqrt(3) / 2) < 1e-3
        assert radius[1] > radius[0]
        print(f"He+ basis error: {(E[0] + 2.0)*EV:.5f} eV")

        # First electron frozen, fractional orbital optimized: no bending.
        frozen = density(cation["C"][0], [1.0])
        deviations = []
        for f in (0.5, 1.0):
            orbital = np.linalg.eigh(atom.h)[1]
            for _ in range(150):
                trial = [frozen, density(orbital, [f])]
                orbital = np.linalg.eigh(atom.fock(trial)[1])[1]
            trial = [frozen, density(orbital, [f])]
            deviations.append(atom.energy(trial) - E[0] - f * eps[0])
        assert max(np.abs(deviations)) < 1e-8
        frozen_rise = atom.energy(trial) - E[-1]
        assert frozen_rise > 0
        print(f"He, first electron frozen: E(1) too high by "
              f"{frozen_rise*EV:.5f} eV")

        # Charge shared equally by both spins: curvature changes sign.
        shared = [solve(atom, ([n / 2], [n / 2]), sols[-1]["F"])["E"]
                  for n in (1.0, 1.4, 1.5, 1.6)]
        bend = (shared[1] - 2 * shared[2] + shared[3]) / 0.1**2
        assert bend > 0 and shared[0] > E[0]
        print(f"He, equal spin shares: E'' at N=1.5 is {bend*EV:.4f} eV")
        print(f"He, equal spin shares: E at N=1 too high by "
              f"{(shared[0] - E[0])*EV:.4f} eV")

print("all assertions hold")
```

Output:

```
basis: 14 s and 4 p even-tempered Gaussian shells
--- He+ to He ---
E(0) = -54.4226 eV, E(1) = -77.8701 eV
f, E(f)-E(0), eps_h, height above chord [eV]:
  0.00  0.00000  -22.33236  0.000000
  0.25  -5.63861  -22.79051  0.223262
  0.50  -11.40351  -23.34833  0.320238
  0.75  -17.32474  -24.05081  0.260885
  1.00  -23.44750  -24.97880  0.000000
f, E'' coupled, E'' uncoupled, lowest eigenvalue of G [eV]:
  0.00  -1.673571  -1.263596  40.8175
  0.25  -2.009312  -1.472132  35.8265
  0.50  -2.482206  -1.752841  30.3294
  0.75  -3.188832  -2.149367  23.8563
  1.00  -4.337019  -2.748586  18.2599
E'' by differences, f=0, 0.5, 1: -1.673575, -2.482204, -4.336931 eV
E(1)-E(0), second order from f=0: -23.16915 eV
integral of eps_h over f: -23.44756 eV
rms radius of opposite-spin 1s, f=0 and 1: 0.45830, 0.57602 angstrom
He+ basis error: 0.00021 eV
He, first electron frozen: E(1) too high by 1.11514 eV
He, equal spin shares: E'' at N=1.5 is 13.5759 eV
He, equal spin shares: E at N=1 too high by 8.1249 eV
--- Li+ to Li ---
E(0) = -196.9113 eV, E(1) = -202.2538 eV
f, E(f)-E(0), eps_h, height above chord [eV]:
  0.00  0.00000  -5.34160  0.000000
  0.25  -1.33545  -5.34202  0.000160
  0.50  -2.67101  -5.34245  0.000214
  0.75  -4.00668  -5.34288  0.000161
  1.00  -5.34245  -5.34331  0.000000
f, E'' coupled, E'' uncoupled, lowest eigenvalue of G [eV]:
  0.00  -0.001701  -0.001200  56.9155
  0.25  -0.001706  -0.001203  10.7602
  0.50  -0.001711  -0.001206  5.3584
  0.75  -0.001716  -0.001210  3.5577
  1.00  -0.001721  -0.001213  2.6572
E'' by differences, f=0, 0.5, 1: -0.001701, -0.001711, -0.001721 eV
E(1)-E(0), second order from f=0: -5.34245 eV
integral of eps_h over f: -5.34245 eV
rms radius of opposite-spin 1s, f=0 and 1: 0.35314, 0.35452 angstrom
all assertions hold
```
